**Angle dependence of the thin-film shift in ellipsometry**

The program tests the first-order shift of the pseudo-dielectric function, $2ikd\,\varepsilon(\varepsilon-\varepsilon_o)(\varepsilon_o-1)\sqrt{\varepsilon-\sin^2\phi}/[\varepsilon_o(\varepsilon-1)]$. Here $\varepsilon$ and $\varepsilon_o$ are the substrate and film permittivities, $d$ is the film thickness, $\phi$ is the angle of incidence in air and $k=2\pi/\lambda$. It asserts that this law agrees with numerical derivatives of the full multiple-reflection solution for several substrates, films and angles, and that its extension holds for a graded uniaxial stack. It also asserts the equality of the twin films' first-order shifts, the large-permittivity limit and the noise gain of the two-angle inversion. For rough CdTe-like parameters with a 2 nm oxide, the shift changes by about 1.5% between 55° and 75°. A film-free fit reproduces the phases to about 0.02°, although the film changes them by up to 8.4°. Separating film and substrate from two angles multiplies independent noise by about 91, and an angle offset of 0.01° produces nearly half the film's angular signal.

## Verification by program

```python
"""
Result under test: a thin film (thickness d, permittivity eps_o) on an opaque
substrate (permittivity eps) shifts the pseudo-dielectric function by
  2 i k d eps (eps-eps_o)(eps_o-1) / (eps_o (eps-1)) * sqrt(eps - sin(phi)^2)
to first order in k d. Here k = 2 pi / wavelength and phi is the angle of
incidence in air. Fields vary as exp(-i omega t); rho = r_p / r_s, and
rho tends to -1 at normal incidence. Lengths are in nm.
The reference side is the full multiple-reflection solution of the stack.
"""
import numpy as np
from scipy.constants import h, c as light_speed, e as charge
from scipy.optimize import least_squares

photon_eV = 2.0
wavelength = h * light_speed / (photon_eV * charge) * 1e9
k = 2 * np.pi / wavelength
eps_sub = 9 + 2j
eps_film = 4 + 0j
thickness = 2.0
angles_deg = np.array([55., 60., 65., 70., 75.])
angles = np.radians(angles_deg)
low, high = angles[0], angles[-1]


def reflection(phi, eps, layers):
    """Exact r_s, r_p; layers = (eps_tangential, eps_normal, d), top first."""
    s2 = np.sin(phi)**2
    media = [(1, 1, 0)] + list(layers) + [(eps, eps, 0)]
    result = []
    for pol in "sp":
        q, y = [], []
        for et, ez, _ in media:
            arg = et - s2 if pol == "s" else et * (1 - s2 / ez)
            root = np.sqrt(arg + 0j)
            q.append(root)
            y.append(root if pol == "s" else root / et)
        r = 0j
        for j in range(len(media) - 2, -1, -1):
            f = (y[j] - y[j + 1]) / (y[j] + y[j + 1])
            turn = np.exp(2j * k * q[j + 1] * media[j + 1][2])
            r = (f + r * turn) / (1 + f * r * turn)
        result.append(r)
    return result


def rho_exact(phi, eps, layers):
    rs, rp = reflection(phi, eps, layers)
    return rp / rs


def pseudo(rho, phi):
    w = (1 - rho) / (1 + rho)
    return np.sin(phi)**2 * (1 + np.tan(phi)**2 * w**2)


def pseudo_film(phi, eps, eo, d):
    return pseudo(rho_exact(phi, eps, [(eo, eo, d)]), phi)


def slope_exact(phi, eps, eo, step=1e-3):
    """d<eps>/dd at d = 0 by central difference of the exact solution."""
    return (pseudo_film(phi, eps, eo, step)
            - pseudo_film(phi, eps, eo, -step)) / (2 * step)


def q_shift_rate(eps, eo):
    return 1j * k * eps * (eps - eo) * (eo - 1) / (eo * (eps - 1))


def normal_q(phi, eps):
    return np.sqrt(eps - np.sin(phi)**2 + 0j)


def two_angle_inversion(e1, e2, p1, p2):
    """Substrate permittivity and film shift of q from two pseudo values."""
    t1, t2 = normal_q(p1, e1), normal_q(p2, e2)
    gap = np.sin(p2)**2 - np.sin(p1)**2
    q1 = (gap / (t1 - t2) + (t1 - t2)) / 2
    return q1**2 + np.sin(p1)**2, t1 - q1


# A bare surface must return its own permittivity.
for phi in angles:
    bare = pseudo(rho_exact(phi, eps_sub, []), phi)
    assert abs(bare - eps_sub) < 1e-10

# Surface admittances, read back from exact reflection coefficients.
for phi in angles:
    s2, cosine, q = np.sin(phi)**2, np.cos(phi), normal_q(phi, eps_sub)
    pair = []
    for d in (1e-3, -1e-3, thickness):
        r = reflection(phi, eps_sub, [(eps_film, eps_film, d)])
        pair.append([cosine * (1 - x) / (1 + x) for x in r])
    rate_Y = (pair[0][0] - pair[1][0]) / 2e-3
    rate_Z = (pair[0][1] - pair[1][1]) / 2e-3
    assert abs(rate_Y + 1j * k * (eps_film - eps_sub)) < 1e-7
    assert abs(rate_Z + 1j * k * (1 - s2 / eps_film
               - eps_film * q**2 / eps_sub**2)) < 1e-7
    # The identity for the pseudo normal component holds at full thickness.
    Y, Z = pair[2]
    q_pseudo = s2 * (Z - Y) / (cosine**2 - Y * Z)
    full = pseudo_film(phi, eps_sub, eps_film, thickness)
    assert abs(q_pseudo**2 + s2 - full) < 1e-10

# First-order law for several substrates, films and angles.
for eps in (eps_sub, 2.25 + 0j, 20 + 5j, -15 + 3j):
    for eo in (eps_film, 2.1 + 0j, 3 + 1j):
        for phi in np.radians([20., 55., 75., 85.]):
            law = 2 * normal_q(phi, eps) * q_shift_rate(eps, eo)
            assert abs(slope_exact(phi, eps, eo) - law) < 1e-5 * abs(law)

# Graded film with its optic axis along the surface normal.
stack = [(2.0, 2.6, 0.5), (3 + .4j, 2.2, 0.8), (5.0, 4 + 1j, 0.7)]
J = sum(d * (eps_sub + 1 - et - eps_sub / ez) for et, ez, d in stack)
for phi in angles:
    vals = [pseudo(rho_exact(phi, eps_sub,
            [(et, ez, sign * 1e-3 * d) for et, ez, d in stack]), phi)
            for sign in (1, -1)]
    law = 2j * k * normal_q(phi, eps_sub) * eps_sub / (eps_sub - 1) * J
    assert abs((vals[0] - vals[1]) / 2e-3 - law) < 1e-5 * abs(law)

# Twin film: a different permittivity with the same first-order shift.
twin = eps_sub / eps_film
for phi in angles:
    a, b = slope_exact(phi, eps_sub, eps_film), slope_exact(phi, eps_sub, twin)
    assert abs(a - b) < 1e-6 * abs(a)


def fractional_change(eps):
    a, b = slope_exact(low, eps, eps_film), slope_exact(high, eps, eps_film)
    return abs(b / a - 1)


# Large-permittivity limit of the angular change.
gap_s2 = np.sin(high)**2 - np.sin(low)**2
assert abs(fractional_change(100 + 0j) * 200 / gap_s2 - 1) < 0.02
assert abs(fractional_change(1000 + 0j) * 2000 / gap_s2 - 1) < 0.003

# The raw signal of the film equals that of a substrate change.
for phi in angles:
    step = 1e-3
    film_rate = (rho_exact(phi, eps_sub, [(eps_film, eps_film, step)])
                 - rho_exact(phi, eps_sub, [(eps_film, eps_film, -step)])
                 ) / (2 * step)
    sub_rate = (rho_exact(phi, eps_sub + step, [])
                - rho_exact(phi, eps_sub - step, [])) / (2 * step)
    law = 2 * normal_q(phi, eps_sub) * q_shift_rate(eps_sub, eps_film)
    assert abs(film_rate / sub_rate - law) < 1e-5 * abs(law)

# Two-angle inversion: recovery for a very thin film, then noise gain.
tiny = 1e-3
e1, e2 = [pseudo_film(p, eps_sub, eps_film, tiny) for p in (low, high)]
found, found_shift = two_angle_inversion(e1, e2, low, high)
expected_shift = tiny * q_shift_rate(eps_sub, eps_film)
assert abs(found - eps_sub) < 1e-5
assert abs(found_shift / expected_shift - 1) < 0.02
q1, q2 = normal_q(low, eps_sub), normal_q(high, eps_sub)
gain = np.sqrt(abs(q1)**2 + abs(q2)**2) / abs(q2 - q1)
gain_rough = 2 * np.sqrt(2) * abs(eps_sub) / gap_s2
rng = np.random.default_rng(4)
sigma = 1e-5
noise = rng.normal(size=(4, 40000)) * sigma / np.sqrt(2)
trial, _ = two_angle_inversion(e1 + noise[0] + 1j * noise[1],
                               e2 + noise[2] + 1j * noise[3], low, high)
gain_sampled = np.sqrt(np.mean(abs(trial - found)**2)) / sigma
assert abs(gain_sampled / gain - 1) < 0.03
assert abs(gain_rough / gain - 1) < 0.15

# Worked example at full thickness.
shift_exact = np.array([pseudo_film(p, eps_sub, eps_film, thickness)
                        for p in angles]) - eps_sub
shift_first = np.array([2 * thickness * normal_q(p, eps_sub)
                        * q_shift_rate(eps_sub, eps_film) for p in angles])
spread_exact = shift_exact[-1] - shift_exact[0]
spread_first = shift_first[-1] - shift_first[0]
assert abs(spread_exact) < 0.1 * abs(shift_exact[0])


def psi_delta(rho):
    rho = np.asarray(rho)
    return np.degrees(np.array([np.arctan(abs(rho)), np.angle(rho)]))


film_data = psi_delta([rho_exact(p, eps_sub,
                      [(eps_film, eps_film, thickness)]) for p in angles])
bare_data = psi_delta([rho_exact(p, eps_sub, []) for p in angles])
raw = film_data - bare_data


def misfit(x):
    model = psi_delta([rho_exact(p, x[0] + 1j * x[1], []) for p in angles])
    return (model - film_data).ravel()


fit = least_squares(misfit, [9.0, 2.5], xtol=1e-12, ftol=1e-12)
residual = misfit(fit.x).reshape(2, -1)
assert np.max(abs(residual)) < 0.1 * np.max(abs(raw))

biased, _ = two_angle_inversion(eps_sub + shift_exact[0],
                                eps_sub + shift_exact[-1], low, high)

# Effects left out of the first-order model.
offset_deg = 0.01
false = [pseudo(rho_exact(p + np.radians(offset_deg), eps_sub, []), p)
         - eps_sub for p in (low, high)]
offset_found, _ = two_angle_inversion(eps_sub + false[0], eps_sub + false[1],
                                      low, high)
b = (0.5 * eps_film.real + 0.5) / 4
eps_rough = b + np.sqrt(b * b + eps_film.real / 2)
balance = sum((x - eps_rough) / (x + 2 * eps_rough)
              for x in (1.0, eps_film.real))
assert abs(balance) < 1e-12
rough_nm = 1.0
rough_shift = [pseudo(rho_exact(p, eps_sub, [(eps_rough, eps_rough, rough_nm),
               (eps_film, eps_film, thickness)]), p)
               - pseudo_film(p, eps_sub, eps_film, thickness)
               for p in (low, high)]
penetration = wavelength / (4 * np.pi * np.sqrt(eps_sub).imag)
gap_shift_eV_K, dispersion_per_eV = 3e-4, 3.0
thermal = gap_shift_eV_K * dispersion_per_eV
inside = [np.degrees(np.arcsin(np.sin(p) / np.sqrt(eps_sub.real)))
          for p in (low, high)]

print(f"photon energy {photon_eV:.1f} eV, wavelength {wavelength:.1f} nm")
print(f"substrate permittivity (rough CdTe) {eps_sub:.1f}")
print(f"film permittivity (rough oxide) {eps_film.real:.1f}")
print(f"film thickness {thickness:.1f} nm, k*d = {k*thickness:.5f}")
print(f"angle-free shift of q {thickness*q_shift_rate(eps_sub,eps_film):.5f}")
print("angle deg | first-order shift | exact shift of <eps>")
for a, f, x in zip(angles_deg, shift_first, shift_exact):
    print(f"{a:.0f} | {f:.5f} | {x:.5f}")
print(f"first-order change 55 to 75 deg {spread_first:.5f}")
print(f"exact change 55 to 75 deg {spread_exact:.5f}")
print(f"moduli of these changes {abs(spread_first):.5f}, "
      f"{abs(spread_exact):.5f}")
print(f"sin^2 difference 55 to 75 deg {gap_s2:.5f}")
print(f"first-order fractional change {100*fractional_change(eps_sub):.2f} %")
print(f"estimate sin^2 difference/(2|eps|) "
      f"{100*gap_s2/(2*abs(eps_sub)):.2f} %")
print(f"exact fractional change {100*abs(spread_exact/shift_exact[0]):.2f} %")
print(f"fractional change, substrate 2.25: "
      f"{100*fractional_change(2.25+0j):.2f} %")
print(f"refraction angles, real part of eps only: "
      f"{inside[0]:.2f}, {inside[1]:.2f} deg")
print("angle deg | film-induced change of Psi, Delta in deg")
for a, x, y in zip(angles_deg, raw[0], raw[1]):
    print(f"{a:.0f} | {x:.4f}, {y:.4f}")
print(f"best film-free substrate {fit.x[0]:.4f} + {fit.x[1]:.4f} i")
print(f"its largest misfit: Psi {np.max(abs(residual[0])):.4f} deg, "
      f"Delta {np.max(abs(residual[1])):.4f} deg")
print(f"twin film permittivity {twin:.3f}")
twin_gap = [abs(pseudo_film(p, eps_sub, twin, thickness) - eps_sub - x)
            for p, x in zip(angles, shift_exact)]
print(f"largest exact <eps> difference of twins {max(twin_gap):.5f}")
print(f"two-angle noise gain: formula {gain:.1f}, sampled {gain_sampled:.1f}, "
      f"rough {gain_rough:.1f}")
print(f"<eps> noise allowed for 0.1 error in substrate {0.1/gain:.5f}")
print(f"two-angle substrate from exact 2 nm data {biased:.4f}")
print(f"second-order and higher part at 65 deg "
      f"{shift_exact[2]-shift_first[2]:.5f}")
print(f"angle offset {offset_deg:.2f} deg: false change 55 to 75 deg "
      f"{false[1]-false[0]:.5f}")
print(f"two-angle substrate with that offset, no film {offset_found:.4f}")
print(f"roughness {rough_nm:.1f} nm, half air, permittivity {eps_rough:.3f}")
print(f"roughness shift at 55, 75 deg {rough_shift[0]:.5f}, "
      f"{rough_shift[1]:.5f}")
print(f"intensity penetration depth in substrate {penetration:.0f} nm")
print(f"assumed gap shift {1e3*gap_shift_eV_K:.1f} meV/K, "
      f"dispersion {dispersion_per_eV:.0f} per eV")
print(f"rough thermal drift of eps {thermal:.5f} per K")
print("done: every assertion held")
```

Running it gives:

```
photon energy 2.0 eV, wavelength 619.9 nm
substrate permittivity (rough CdTe) 9.0+2.0j
film permittivity (rough oxide) 4.0
film thickness 2.0 nm, k*d = 0.02027
angle-free shift of q -0.03175+0.08585j
angle deg | first-order shift | exact shift of <eps>
55 | -0.24362+0.47721j | -0.26933+0.45745j
60 | -0.24305+0.47480j | -0.26855+0.45513j
65 | -0.24252+0.47261j | -0.26784+0.45302j
70 | -0.24207+0.47072j | -0.26723+0.45119j
75 | -0.24171+0.46918j | -0.26673+0.44970j
first-order change 55 to 75 deg 0.00192-0.00803j
exact change 55 to 75 deg 0.00260-0.00775j
moduli of these changes 0.00826, 0.00817
sin^2 difference 55 to 75 deg 0.26200
first-order fractional change 1.54 %
estimate sin^2 difference/(2|eps|) 1.42 %
exact fractional change 1.54 %
fractional change, substrate 2.25: 8.67 %
refraction angles, real part of eps only: 15.85, 18.78 deg
angle deg | film-induced change of Psi, Delta in deg
55 | -0.0516, 1.6934
60 | -0.0263, 2.4914
65 | 0.0687, 4.1945
70 | 0.5344, 8.3694
75 | 0.6430, -4.6816
best film-free substrate 8.7322 + 2.4511 i
its largest misfit: Psi 0.0024 deg, Delta 0.0204 deg
twin film permittivity 2.250+0.500j
largest exact <eps> difference of twins 0.00760
two-angle noise gain: formula 91.1, sampled 90.8, rough 99.5
<eps> noise allowed for 0.1 error in substrate 0.00110
two-angle substrate from exact 2 nm data 9.0192+2.0141j
second-order and higher part at 65 deg -0.02532-0.01960j
angle offset 0.01 deg: false change 55 to 75 deg -0.00372-0.00100j
two-angle substrate with that offset, no film 8.7767+1.8818j
roughness 1.0 nm, half air, permittivity 2.171
roughness shift at 55, 75 deg -0.11740+0.21816j, -0.11629+0.21455j
intensity penetration depth in substrate 149 nm
assumed gap shift 0.3 meV/K, dispersion 3 per eV
rough thermal drift of eps 0.00090 per K
done: every assertion held
```
